# An exponential sputter-profile tail need not mean thermal diffusion

Before a diffusivity is calculated from a sputter depth profile, one has to decide how much of the measured broadening to enter as $2Dt$. Suppose that a thin dopant layer shows a steep leading edge and a long trailing edge, straight on a semilogarithmic plot. If the tail is taken for the footprint of thermal diffusion, its width is converted into a diffusivity $D$. If the tail was made by the ion beam during the measurement, that $D$ describes nothing in the sample. The following case has a perfectly exponential tail and no thermal diffusion at all.

## The counter-example: an abrupt layer and a mixed zone

Let $x$ be the original depth in the sample and $z$ the depth eroded so far. The dopant has concentration $C_0$ for $a<x<a+d$ and zero elsewhere, with perfectly sharp edges. The ion beam removes material steadily at speed $v$. It also stirs the material below the surface by displacing atoms. In the simplest model, stirring keeps a zone of constant thickness $w$ below the surface completely homogeneous and leaves everything deeper untouched.

The further assumptions are these. The dopant is dilute, so it changes neither $v$ nor $w$. It is sputtered in proportion to its surface concentration, without preference over the matrix. There is no segregation, roughening or swelling. The measured signal is proportional to the surface concentration $C(z)$, which here is the concentration of the whole zone. Finally $a>w$, so the zone is fully formed before it touches the layer.

The zone contains $wC$ dopant atoms per unit area. While the surface recedes by $dz$, a slice carrying $C\,dz$ is sputtered away at the top, and a fresh slice carrying $c(z+w)\,dz$ enters at the bottom, where $c(x)$ is the original profile. The change of the content is gain minus loss:

$$
w\,\frac{dC}{dz}=c(z+w)-C(z). \qquad (1)
$$

Time has dropped out, because gain and loss are both proportional to $dz=v\,dt$. At a given $w$, eroding faster or slower does not alter the profile against depth.

Equation (1) is now solved in three stretches.

**Before contact.** For $z<a-w$ the zone bottom lies above the layer. Nothing enters, and $C=0$.

**While the layer enters.** For $a-w<z<a+d-w$ the incoming concentration is $C_0$, so $w\,dC/dz=C_0-C$. The difference $C_0-C$ therefore decays as $e^{-z/w}$. It equals $C_0$ at $z=a-w$, which gives

$$
C(z)=C_0\left[1-e^{-(z-a+w)/w}\right]. \qquad (2)
$$

**After the layer has entered.** For $z>a+d-w$ the incoming material is clean and $w\,dC/dz=-C$. The starting value is (2) at $z=a+d-w$, where the exponent is $-d/w$. Hence

$$
C(z)=C_0\left(1-e^{-d/w}\right)e^{-(z-a-d+w)/w}. \qquad (3)
$$

The trailing edge is exponential with decay length $w$, meaning that the signal falls by a factor $e$ over the depth $w$. The mechanism is dilution: each eroded slice removes the same fraction $dz/w$ of what remains in the zone. The beam carries dopant forward into material that was clean.

The layer thickness $d$ affects the height of the tail but not its slope. For $d\gg w$ the peak reaches $C_0$. For $d\ll w$, expansion of the exponential gives a peak of $C_0d/w$, the areal dose spread over the zone. In both limits the peak lies at $z=a+d-w$, shallower than the bottom of the layer by $w$.

## Numbers for the counter-example

Take the round model parameters $a=40$ nm, $d=2$ nm, $w=3$ nm and $C_0=1.0\times10^{20}$ cm$^{-3}$. The signal starts at $40-3=37$ nm and peaks at $40+2-3=39$ nm, before the surface has reached the layer. The peak concentration is

$$
C_0\left(1-e^{-2/3}\right)=4.87\times10^{19}\ \text{cm}^{-3}.
$$

At $z=50$ nm, (3) gives $4.87\times10^{19}\,e^{-11/3}=1.24\times10^{18}$ cm$^{-3}$. The tail loses a decade every $w\ln10=6.91$ nm.

The same experiment can be carried out numerically without equation (1). The sample is a column of cells of thickness $h=0.01$ nm. The top $n=w/h=300$ cells are averaged, the top cell is removed and its concentration recorded, one fresh cell joins the zone from below, and the cycle repeats. Between 50 and 75 nm this gives a decay length of 2.995 nm. The missing 0.005 nm comes from the finite cell. Each cycle multiplies the tail by $1-1/n$, so its decay length is

$$
\frac{h}{-\ln(1-1/n)}\approx\frac{nh}{1+1/(2n)}\approx w-\frac h2 .
$$

With $d$ changed to 0.5 or 8 nm the numerical tail length remains 2.995 nm. With $w$ changed to 1.5 or 6 nm, at $d=2$ nm, it becomes 1.495 or 5.995 nm. The tail reports the mixed zone.

## The diffusivity that is not there

To see what the misreading costs, we need the variance of the profile. Equation (1) is linear, so each thin slice of dopant at depth $x$ can be followed separately. By the argument that led to (3), a slice of unit dose produces the signal

$$
R(z,x)=\frac1w\,e^{-(z-x+w)/w}\quad\text{for } z>x-w, \qquad (4)
$$

and zero before. Put $y=z-x+w$. Then $y\ge0$ has the normalized exponential distribution $e^{-y/w}/w$, with mean $w$ and variance $w^2$. Since $z=x-w+y$, three results follow:

- The dose is preserved, because $R$ integrates to one.
- The mean of $z$ is the mean of $x$, because the advance $-w$ cancels the mean delay $w$.
- The variance of $z$ is the variance of $x$ plus $w^2$, because the distribution of $y$ does not depend on $x$.

The centroid is thus correct even though the peak is not. A uniform layer has variance $d^2/12$, so the measured variance is

$$
\sigma^2=\frac{d^2}{12}+w^2=0.33+9.00=9.33\ \text{nm}^2 .
$$

Now suppose that the sample is believed to have been annealed for $t=2000$ s and the excess variance $w^2$ is read as $2Dt$. With 1 nm$^2=10^{-14}$ cm$^2$,

$$
D_{\text{false}}=\frac{w^2}{2t}=\frac{9.0\times10^{-14}\ \text{cm}^2}{4000\ \text{s}}=2.25\times10^{-17}\ \text{cm}^2/\text{s}.
$$

The sample has had no diffusion whatever. The number is a mixing length squared, divided by an unrelated time.

## What an anneal with constant $D$ does

Thermal diffusion with constant $D$, far from boundaries, turns a thin source at $x_0$ into a Gaussian of variance $s^2=2Dt$. Its local decay length follows from the logarithmic slope:

$$
-\frac{d\ln c}{dx}=\frac{x-x_0}{s^2}
\quad\Rightarrow\quad
\ell(x)=\frac{s^2}{x-x_0}. \qquad (5)
$$

For $D=1.0\times10^{-17}$ cm$^2$/s and $t=2000$ s, $s^2=4.0$ nm$^2$. The local decay length is $4/6=0.67$ nm at 6 nm from the centre and $4/12=0.33$ nm at 12 nm. On a semilogarithmic plot the edge bends steadily downwards. This kind of thermal diffusion does not make a straight tail. A constant $D$ is itself an idealization. For common dopants in silicon, $10^{20}$ cm$^{-3}$ lies far above the intrinsic carrier density at annealing temperatures (of order $10^{18}$ cm$^{-3}$ near 1000 K), and $D$ then rises with concentration. The annealed profile is no longer Gaussian, the Gaussian results here and below do not apply, and the added variance yields only an averaged $D$.

Other kinds can. If a dopant is held at fixed concentration at a plane and is lost by a first-order reaction of rate $k$ as it diffuses, the steady state obeys $Dc''=kc$. The solution that decays away from the plane is $e^{-x/L}$ with $L=\sqrt{D/k}$. An exponential edge therefore neither proves thermal diffusion nor excludes it. What can be said in general depends on how fast the original profile falls.

## General statement for complete mixing

Let the original profile $c(x)\ge0$ be arbitrary, apart from being negligible in the first $w$ of the sample. Under the assumptions of (1):

*If $\int c(x)\,e^{x/w}dx$ converges, the far tail of the sputter profile is exponential with decay length $w$, whatever the shape of $c$.*

For the proof, divide (1) by $w$ and multiply by $e^{z/w}$. The two terms in $C$ combine into one derivative:

$$
\frac{d}{dz}\left(C\,e^{z/w}\right)=\frac1w\,c(z+w)\,e^{z/w}.
$$

Integrate from the start, where $C=0$, and use $x=z'+w$ as the integration variable, so that $e^{z'/w}=e^{-1}e^{x/w}$:

$$
C(z)=\frac{e^{-(z+w)/w}}{w}\int_{w}^{z+w}c(x)\,e^{x/w}\,dx. \qquad (6)
$$

As $z$ grows, the integral approaches a constant by hypothesis. What remains is a constant times $e^{-z/w}$, which proves the statement. For a layer with a sharp lower edge, the integral stops changing once the zone bottom has passed that edge, and (3) is recovered.

The condition also shows where the statement fails. Let the original profile itself end in $Be^{-x/L}$. The integrand in (6) then varies as $e^{x(1/w-1/L)}$. If $L<w$, the integral converges and the decay length of the far tail is $w$. If $L>w$, the integral is dominated by its upper limit, and

$$
C(z)\to\frac{B\,e^{-(z+w)/L}}{w\,(1/w-1/L)}=\frac{B\,e^{-(z+w)/L}}{1-w/L}.
$$

The decay length of the far tail is then $L$, a property of the sample. In both cases the weight of the shorter term relative to the longer one falls by a factor $e$ over the depth $1/|1/w-1/L|$, which is long when $L$ is close to $w$. If the longer term starts much weaker, it takes over only after this depth multiplied by the logarithm of the amplitude ratio. Add to the layer above a tail that starts at $10^{-4}C_0$ at its lower edge, with $L=6$ nm. At the peak the two terms stand as $0.487$ to $2\times10^{-4}$, so they become equal about $6\ln(2400)\approx47$ nm deeper, where the signal has fallen by more than six decades. Before it is reached, the local decay length can exceed both $w$ and $L$. Within this model, the longer of the two lengths survives in the far tail. A tail longer than an independently known $w$ deserves attention. A tail equal to $w$ over the recorded range does not measure $L$: it is compatible with any $L<w$, and also with a longer original tail too weak to show above the detection limit.

## Where the anneal shows in the measured profile

A Gaussian falls faster than any exponential, so the integral converges for an annealed layer and the tail keeps the length $w$. The anneal changes the height of the tail. Diffusion displaces each atom by a random $\xi$ with Gaussian distribution of variance $s^2$, which multiplies the integral in (6) by the average of $e^{\xi/w}$. Completing the square,

$$
-\frac{\xi^2}{2s^2}+\frac{\xi}{w}
=-\frac{(\xi-s^2/w)^2}{2s^2}+\frac{s^2}{2w^2},
$$

so this average is $e^{s^2/(2w^2)}$. Multiplying $e^{-z/w}$ by this factor is the same as moving the tail deeper by

$$
\Delta z=\frac{s^2}{2w}. \qquad (7)
$$

The shifted Gaussian also shows when the result applies. The zone bottom must lie several $s$ beyond the layer displaced by $s^2/w$.

For $s^2=4.0$ nm$^2$ and $w=3$ nm, the factor is $e^{4/18}\approx1.25$ and the shift is $4/6=0.67$ nm. The table gives results of the cell-by-cell calculation. For the second sample, the diffusion equation was first solved on the same cells to obtain the annealed layer. Concentrations are in cm$^{-3}$.

| $z$ (nm) | not annealed | annealed |
|---|---|---|
| 38 | $2.83\times10^{19}$ | $2.07\times10^{19}$ |
| 40 | $3.49\times10^{19}$ | $2.64\times10^{19}$ |
| 42 | $1.79\times10^{19}$ | $1.99\times10^{19}$ |
| 45 | $6.58\times10^{18}$ | $8.20\times10^{18}$ |
| 50 | $1.24\times10^{18}$ | $1.55\times10^{18}$ |
| 60 | $4.40\times10^{16}$ | $5.50\times10^{16}$ |

At 50 and 60 nm the annealed signal is higher by the factor 1.25. Both samples have a decay length of 2.995 nm between 50 and 75 nm. An analyst who compared tail slopes would find no diffusion in a sample that has diffused; one who converted the tail of either sample into a $D$ would find diffusion in both.

The variance does separate the two effects. Diffusion adds $s^2$ to the variance of the original profile, and mixing adds $w^2$ to the result. The numerical variances are 13.30 nm$^2$ with the anneal and 9.30 nm$^2$ without. Their difference gives

$$
D=\frac{(13.30-9.30)\times10^{-14}\ \text{cm}^2}{2\times2000\ \text{s}}
=1.0\times10^{-17}\ \text{cm}^2/\text{s},
$$

the value put in. The unannealed reference sample removes $w^2$ without $w$ having to be known, provided both samples are profiled under the same beam conditions. In a measurement, the variance weights distant points by the square of their distance from the centroid, so a constant background has to be subtracted with care. For the same reason a detection limit, which cuts off both profiles, lowers the two variances unequally and biases $D$, so the tails must be recorded over several decades.

## Incomplete mixing

Complete homogenization is an idealization. Let the beam instead produce a finite diffusivity $D_m$ inside the zone and none below it. This is diffusion in the mathematical sense, but it is driven by ion impacts and moves with the surface. Let $y$ now be the depth below the instantaneous surface, and $u(y,t)$ the concentration there. In this frame the material drifts towards the surface, so the flux in the direction of increasing $y$ is $J=-D_mu_y-vu$, and conservation, $u_t=-J_y$, gives

$$
u_t=D_mu_{yy}+vu_y,\qquad 0<y<w. \qquad (8)
$$

At the surface, sputtering removes $vu(0)$, so $J(0)=-vu(0)$ and hence $u_y(0)=0$. Once the layer has entered, clean material arrives at the zone bottom, so $J(w)=0$, that is, $D_mu_y+vu=0$ at $y=w$.

Try $u=e^{-\sigma t}\varphi(\eta)$ with $\eta=y/w$, and define $P=vw/D_m$. Strong mixing means small $P$. Equation (8) becomes

$$
\varphi''+P\varphi'+S\varphi=0,\qquad S=\frac{\sigma w^2}{D_m}, \qquad (9)
$$

with $\varphi'(0)=0$ and $\varphi'(1)+P\varphi(1)=0$. Its solutions are $\varphi=e^{-P\eta/2}(\cos q\eta+b\sin q\eta)$ with $S=q^2+P^2/4$. The surface condition, $-P/2+bq=0$, gives $b=P/(2q)$. At the zone bottom,

$$
\frac P2\left(\cos q+b\sin q\right)+q\left(-\sin q+b\cos q\right)=0 .
$$

Inserting $b$ and multiplying by $q$ gives

$$
\left(q^2-\frac{P^2}{4}\right)\sin q=Pq\cos q. \qquad (10)
$$

Near $q=0$ the left side minus the right side is negative; at $q=\pi$ it is $+P\pi$. A root therefore lies between 0 and $\pi$, and the smallest such root belongs to the slowest mode. An imaginary $q=i\kappa$ cannot do better: it would require $-(\kappa^2+P^2/4)\sinh\kappa=P\kappa\cosh\kappa$, whose sides have opposite signs.

Written as $(e^{P\eta}\varphi')'+Se^{P\eta}\varphi=0$, (9) is a regular Sturm–Liouville problem. Its modes are complete, its eigenvalues are real and discrete, and its slowest mode has no zero inside the zone. That mode can be taken positive, so any dopant left in the zone overlaps with it, and it governs the late signal. Since $z$ advances by $v\,dt$, the tail is again exponential, with

$$
\lambda=\frac v\sigma=\frac{wP}{q^2+P^2/4}. \qquad (11)
$$

This length is shorter than $w$. Integrating (8) over the zone for the slowest mode gives $\sigma\int_0^w\varphi\,dy=v\varphi(0)$, so $\lambda=\int_0^w\varphi\,dy/\varphi(0)$. The Sturm–Liouville form shows that $e^{P\eta}\varphi'$ starts at zero and decreases, so $\varphi$ falls with depth and the integral is less than $w\varphi(0)$. Incomplete mixing leaves the dopant concentrated towards the surface, where it is removed sooner.

For strong mixing $q$ is small. Divide (10) by $q\cos q$ and use $(\tan q)/q\approx1+q^2/3$; this gives $(1+q^2/3)(q^2-P^2/4)\approx P$. To second order in $P$, $q^2\approx P-P^2/12$. The denominator of (11) is then $P+P^2/6$, and

$$
\lambda\approx w\left(1-\frac P6\right).
$$

Complete mixing is recovered as $P\to0$. In the opposite limit (10) gives $\tan q\approx-4q/P$, so $q\to\pi$ and $\lambda\to4w/P=4D_m/v$. In this limit the next mode, with $q\to2\pi$, decays faster only by a fraction of about $12\pi^2/P^2$, so the pure exponential is approached slowly and the recorded edge need not be straight over its first decades.

For $w=3$ nm, numerical roots of (10) give $\lambda=2.77$, 2.56 and 2.22 nm at $P=0.5$, 1 and 2, where $D_m/v=6$, 3 and 1.5 nm. The cell-by-cell experiment, with averaging replaced by a finite spell of diffusion in each cycle and the results extrapolated from 100 and 200 cells per zone, gives the same three values to these digits.

## Reading a measured tail

The dependence on beam conditions carries information that the shape lacks. If $D_m$ is proportional to the ion flux, it is proportional to $v$ at fixed ion energy and angle, so $P$ and $\lambda$ do not change with erosion rate. If the diffusivity in the zone were independent of the beam, doubling $v$ would double $P$; going from $P=0.5$ to 1 would shorten the tail from 2.77 to 2.56 nm. The test loses its power when mixing is nearly complete, since $\lambda\approx w$ in either case. Changing the ion energy, and with it the depth of the disturbed zone, is then more telling: as long as mixing stays nearly complete, a tail made by it follows $w$, whereas an original exponential keeps its length $L$ as long as $L$ exceeds every $w$ used and the original tail is strong enough to dominate the recorded range.

The identification of $\lambda$ with $w$ also rests on equal sputtering of dopant and matrix. If the dopant leaves at $r$ times its proportional rate, the loss term in (1) becomes $rC$, and the tail of the fully mixed zone has length $w/r$. The mean delay is then $w/r$ as well, so the centroid moves by $w/r-w$ and the added variance is $(w/r)^2$. It is still exponential and still not thermal. If $w$ drifts while the tail is recorded, or if roughness grows with depth, the steady conditions behind these results are lost, and the tail need not be straight. A drift of $v$ alone leaves a fully mixed profile unchanged against true depth, as (1) shows, but it bends the tail if the depth is calculated from the time with a constant $v$.
